# Current-voltage law and pinch-off of a doped vertical-fin transistor, part 2

An n-type fin carries current from a grounded source at the top to a drain below. Along its gated length $L$ (coordinate $y$), oxide-covered gates at voltage $V_G$ deplete both sidewalls. Across the fin, $x$ runs from $-a$ to $a$; the depth is $Z$, the donor density $N$, the mobility $\mu$.

In atomic units, $\nabla^2\phi=-4\pi\rho/\kappa$. For SI, replace $4\pi N/\kappa$ by $eN/(\varepsilon_0\kappa)$; currents and conductances need a further factor $e$, and $k_BT$ becomes $k_BT/e$ where it stands for a voltage. Numerical values are in engineering units.

The sharp-edge model has a neutral core, $n=N$, at potential $V(y)$ between empty layers of width $w$. The gradual-channel approximation neglects $\partial^2\phi/\partial y^2$ when finding the charge across the fin. With oxide thickness $t$, permittivity $\kappa_{ox}$, $\lambda=\kappa t/\kappa_{ox}$ and flat-band voltage $V_{FB}$,

$$
U=V+V_{FB}-V_G
=\frac{2\pi N}{\kappa}(w^2+2\lambda w).
$$

The core closes ($w=a$) at $U=V_P$, and $V_T=V_{FB}-V_P$. For $V_G\le V_{FB}$ and drain voltage $V_D$ across the fin, with $w_S$ and $w_D$ the widths at source and drain,

$$
I=2\mu NZ(a-w)\frac{dV}{dy},
$$

$$
I=\frac{2\mu NZ}{L}\int_0^{V_D}(a-w)\,dV
=K[G(w_D)-G(w_S)],
$$

$$
K=\frac{8\pi\mu N^2Z}{\kappa L},\qquad
G=a\lambda w+\frac{a-\lambda}{2}w^2-\frac{w^3}{3}.
$$

The drain end closes at $V_{Dsat}=V_G-V_T$. Continued further, the formula falls, which is an artefact; in the long-channel limit the current instead stays at

$$
I(V_D\ge V_{Dsat})=I_{sat}=K[G(a)-G(w_S)].
$$

The gallium-oxide example has $a=150$ nm, $L=1000$ nm, $t=15$ nm, $N=10^{17}$ cm$^{-3}$, $\mu=100$ cm$^2$/Vs, $\kappa=10$, $\kappa_{ox}=9$, $\lambda=16.67$ nm, $V_{FB}=1$ V, $V_G=0$, $V_P=2.488$ V, $V_T=-1.488$ V and $w_S=89.78$ nm. For unit depth, $K=5.80\times10^{-7}$ A/(cm nm$^3$) and the fully open fin's resistance is 2.081 ohm cm.

The next step is to write out $I_{sat}$ and see how it depends on the source opening.

**A.** At $w=a$,

$$
G(a)=a^2\lambda+\frac{a^3-a^2\lambda}{2}-\frac{a^3}{3}
=\frac{a^3}{6}+\frac{a^2\lambda}{2}.
$$

After subtracting $G(w_S)$, the terms containing $\lambda$ are

$$
\lambda\left(\frac{a^2}{2}-aw_S+\frac{w_S^2}{2}\right)
=\frac{\lambda}{2}(a-w_S)^2.
$$

The others are

$$
\frac{a^3-3aw_S^2+2w_S^3}{6}
=\frac{(a-w_S)^2(a+2w_S)}{6},
$$

as multiplying out the right side confirms. Their sum gives

$$
I_{sat}=\frac{4\pi\mu N^2Z}{3\kappa L}
(a-w_S)^2(a+2w_S+3\lambda).
$$

It vanishes when the source end closes. For the example, $K/6$ times the two geometric factors is

$$
\frac{5.80\times10^{-7}}{6}
(60.22)^2(379.6)
=0.133\ \text{A/cm}.
$$

In atomic units the current per unit depth is $1.063\times10^{-7}$. At $V_G=-0.5$ V the saturation current is 0.056 A/cm, and at $+0.5$ V it is 0.252 A/cm.

**Q.** How strongly does the gate control this plateau?

**A.** Use $U$ as the integration variable. In saturation the upper limit is fixed at $V_P$, while the lower limit $V_{FB}-V_G$ falls as $V_G$ rises. Hence

$$
g_m=\frac{dI_{sat}}{dV_G}
=\frac{2\mu NZ}{L}(a-w_S).
$$

This equals the drain conductance at small $V_D$. Both measure the core at the source. Here the open-fin conductance is $1/2.081=0.4805$ S/cm, and the open fraction is $60.22/150$. Their product is 0.193 S/cm.

**Q.** Is the saturation current quadratic in $V_G-V_T$?

**A.** Near threshold, yes, within the sharp-edge model. Put $\delta=a-w_S$. Subtracting the depletion relation at the source from the one at pinch-off gives

$$
V_G-V_T=\frac{2\pi N}{\kappa}\delta(2a+2\lambda-\delta).
$$

The last factor in $I_{sat}$ is $3(a+\lambda)-2\delta$. For $\delta\ll a+\lambda$ these reduce to

$$
\delta\approx\frac{\kappa(V_G-V_T)}{4\pi N(a+\lambda)},
$$

$$
I_{sat}\approx\frac{4\pi\mu N^2Z}{\kappa L}(a+\lambda)\delta^2
\approx\frac{\mu\kappa Z(V_G-V_T)^2}{4\pi L(a+\lambda)}.
$$

At $V_G=0$ the example is no longer close to threshold: this approximation gives 0.118 A/cm, about 12% below the full law. Too close to threshold, thermal smearing of the core also spoils it.

**Q.** That smearing worries me. Your plateau was imposed after a sharp core disappeared. Would it appear without a sharp core?

**A.** It does in a calculation that keeps the gradual-channel approximation but not the sharp edge. Let $V$ now describe the electron quasi-Fermi level, and set

$$
n=N\exp[(\phi-V)/(k_BT)].
$$

With diffusion coefficient $\mu k_BT$, the electron flux towards the drain is

$$
\mu n\frac{\partial\phi}{\partial y}
-\mu k_BT\frac{\partial n}{\partial y}
=\mu n\frac{dV}{dy}.
$$

The second step follows by differentiating the exponential. Drift and diffusion are therefore both included in

$$
I=\frac{\mu Z}{L}\int_0^{V_D}Q(V)\,dV,\qquad
Q=\int_{-a}^{a}n\,dx,
$$

where $Q$ comes from Poisson's equation with both donors and these electrons. At 300 K the current is 0.1388 A/cm at 0.5 V past pinch-off and again at 1 V past it. The plateau arises because $Q$ becomes exponentially small. It lies 4.4% above the sharp-edge result.

**Q.** Why above it?

**A.** Thermal electrons enter the depleted edge and reduce its net positive charge. To see the effect while the fin's centre is neutral, put $u=\phi-V$:

$$
\frac{d^2u}{dx^2}=\frac{4\pi N}{\kappa}
\left(e^{u/k_BT}-1\right).
$$

Multiply by $du/dx$ and integrate from the centre, where $u$ and its slope are zero. At a sidewall with $u=-\psi$,

$$
\left(\frac{du}{dx}\right)^2=
\frac{8\pi N}{\kappa}
\left[\psi-k_BT+k_BTe^{-\psi/k_BT}\right].
$$

For $\psi\gg k_BT$ the exponential can be dropped. Define an effective width by the net charge per side, $Nw_{eff}$. Gauss's law gives a sidewall slope of size $4\pi Nw_{eff}/\kappa$, so $\psi=2\pi Nw_{eff}^2/\kappa+k_BT$. Adding the oxide drop yields

$$
U-k_BT=\frac{2\pi N}{\kappa}
(w_{eff}^2+2\lambda w_{eff}).
$$

Thus the source behaves as if $V_G$ had been raised by $k_BT$, in voltage units. Comparing with $I_{sat}(V_G+k_BT)$ reduces the 4.4% difference to 0.56%.

The shift is not the whole correction, since the centre is not neutral when the core is nearly closed. Let $u_0$ be the value of $u$ at the centre. The same integration, started from $u_0$, gives

$$
U=\frac{2\pi N}{\kappa}(w_{eff}^2+2\lambda w_{eff})
+k_BTe^{u_0/k_BT}-u_0.
$$

The mobile charge is $Q=2N(a-w_{eff})$. In the integral of $Q$ over voltage, the first term of $U$ reproduces $I_{sat}(V_G+k_BT)$. The last two terms change only when $u_0$ leaves zero, and by then $a-w_{eff}$ is of order $\ell=\sqrt{\kappa k_BT/(4\pi N)}$. As $u_0$ falls by a few $k_BT$, the charge dies away. The extra contribution to the integral is therefore of order $N\ell k_BT$. It varies as $T^{3/2}$ and fades faster on cooling than the gate shift does. With all other parameters held fixed, a calculation at 75 K lies 1.0% above the sharp-edge law.

**Q.** You still owe me the check of the gradual-channel approximation.

**A.** Integrating the current only as far as $y$ shows that $y/L=I(V)/I_{sat}$ along a saturated fin. Half-way down the example, $V=0.414$ V, much less than half of 1.488 V. The potential curve bends upwards.

In the core, the neglected Poisson term requires an excess electron density

$$
\eta=\frac{n-N}{N}=\frac{\kappa}{4\pi N}\frac{d^2V}{dy^2}.
$$

The field is $V'=I/[2\mu NZ(a-w)]$. Differentiating it gives $V''=V'w'/(a-w)$, and the depletion relation gives $w'=\kappa V'/[4\pi N(w+\lambda)]$. Hence

$$
\eta=\left(\frac{\kappa V'}{4\pi N}\right)^2
\frac{1}{(w+\lambda)(a-w)}.
$$

It is 0.23% at the source and 0.63% at mid-length. Because $V'$ varies as $1/(a-w)$, $\eta$ grows as $(a-w)^{-3}$ near closure. It exceeds 10% over the last 78 nm. By this local measure the approximation holds over most of this fin and fails at its drain end. The measure does not bound the error in the current, which the failing end also affects.

**Q.** That failing end is where you placed the extra drain voltage. How do you know that the region stays short?

**A.** A disturbance of the potential in a fully depleted section obeys Laplace's equation if mobile charge is neglected. A symmetric solution is $\cos(kx)e^{-ks}$, where $s$ is distance from the drain end towards the source. The gate potential is fixed. Treating the thin oxide as a one-dimensional drop gives $\delta\phi+\lambda\,\partial\delta\phi/\partial x=0$ at $x=a$, or

$$
k\lambda\tan(ka)=1.
$$

The smallest root gives the slowest decay, with $1/k=106$ nm. This is about a tenth of $L$, so some rise of the plateau should be expected. If the core were shortened by one such length at fixed $V_{Dsat}$, the current would rise by the factor $1000/(1000-106)=1.12$. That is an illustration of scale, not an upper limit. A larger drain voltage makes a larger disturbance, which reaches further into the fin before it has decayed, so the current keeps rising slowly. With $L$ only about ten decay lengths, the current can exceed the ideal plateau by tens of per cent. The actual value depends on the contacts and needs a two-dimensional transport solution.

**Q.** A power transistor also has a drift region. Does it change your saturation current?

**A.** It changes the terminal voltage at which saturation appears. Put a layer of length 8000 nm and donor density $2\times10^{16}$ cm$^{-3}$ between fin and drain, with one fin every 1000 nm. If current fills the whole pitch and the mobility is the same, its resistance for unit fin depth is 24.97 ohm cm. The knee moves to

$$
1.488+0.133\times24.97\approx4.81\ \text{V}.
$$

At 3 V between the terminals the current is 0.094 A/cm. The drift layer takes 2.34 V and leaves 0.66 V for the fin. At fixed $V_G$, the ideal plateau is unchanged because this resistance is on the drain side. These numbers treat the drift layer as a plain resistor, and that has a limit. The gates also deplete the lightly doped layer at the foot of the fin: with $2\times10^{16}$ cm$^{-3}$ in the depletion relation, $w$ is 219 nm at $U=1$ V and 355 nm at $U=V_P$, more than the half-width $a$. This constriction adds a bias-dependent resistance that lowers the current below the knee, most of all if the gate also covers the floor between the fins. The knee itself belongs to the ideal law; in a fin this short the penetrating drain field rounds it off and the current goes on rising. Resistance at the source would reduce the gate-to-source voltage inside the device and lower the plateau.

**Q.** Can that drift layer block a useful voltage when the fin is closed?

**A.** For a plane junction with depleted length $W$, the peak field is $F=4\pi N_dW/\kappa$, where $N_d$ is the drift doping. The triangular field profile gives a voltage $FW/2$, hence $F^2=8\pi N_dV/\kappa$. At 600 V the field is 2.1 MV/cm and $W=5758$ nm, which fits into the layer. This is below the very rough 8 MV/cm estimated for breakdown of bulk gallium oxide.

If the same field met a gate oxide head-on, the oxide would see 2.3 MV/cm. For a 3 eV triangular barrier and a mass of 0.3 electron masses, the tunnelling exponent is $-84$. Tunnelling through this barrier is then negligible. Field crowding at the foot of the fin and traps could change both conclusions.

**Q.** How close is the example to real devices, and which of your assumptions costs most?

**A.** The example is an illustration with rough material values, not a model of a particular device. Its doping leaves the fin open at zero gate voltage. At a doping of $10^{16}$ cm$^{-3}$, with the other parameters fixed, $V_P$ would fall tenfold to 0.25 V and $V_T$ would be about $+0.75$ V. Most of the useful gate range would then lie above $V_{FB}$, where sidewall accumulation matters and this law is insufficient. For the doping chosen here, two corrections stand out, and they have opposite signs. Penetration of the drain field into this rather short fin can raise the current by tens of per cent. Heating lowers it: if mobility falls as $T^{-1.5}$, the change of mobility between 300 and 423 K would by itself multiply the current by 0.60 and take the ideal plateau to about 0.079 A/cm. Fuller ionization of the donors at the higher temperature offsets part of that loss.

**Q.** Would the device heat itself that much?

**A.** At 10 V across the terminals, the ideal plateau current dissipates

$$
\frac{0.133\times10}{10^{-4}}
=1.33\times10^4\ \text{W/cm}^2.
$$

If all that heat crossed the 8000 nm drift layer, with a conductivity of 0.15 W/(cm K), the temperature difference would be 71 K. About 3.3 V of the 10 V falls inside that layer, and heat released evenly there counts only half, which gives 59 K; a current above the ideal plateau would raise both figures. The substrate would add more. The isothermal law therefore suits short pulses better than continuous operation at this bias.

**Q.** Are constant mobility and complete ionization safe at room temperature?

**A.** Neither is accurate to a few per cent here. Suppose the speed is $\mu V'/(1+\mu V'/v_s)$, with a rough limit $v_s=10^7$ cm/s. Multiplying the current equation by the denominator and integrating gives

$$
I=\frac{I_{law}}{1+\mu V_D/(v_sL)}.
$$

Its maximum is 0.875 of the original $I_{sat}$.

For donors 0.04 eV below the band edge, let $f$ be the ionized fraction in the core. With two spin states for a neutral donor and an effective band density $N_c$,

$$
\frac{f^2}{1-f}=\frac{N_c}{2N}e^{-0.04\,\text{eV}/k_BT}.
$$

An effective mass of 0.28 electron masses gives $f=0.83$ at 300 K. Donors in the depleted layers still ionize, so to a first estimate the widths remain and the core current falls by 17%. The Fermi level is 0.098 eV below the band edge, which supports the use of Boltzmann statistics. These corrections were estimated separately and need not simply multiply. The numerical output lists the values used.

## Computed values

```
fin half-width: 150 nm
gated length: 1000 nm
oxide thickness: 15 nm
fin donor density: 1e+17 cm^-3
mobility: 100 cm2/Vs
permittivities, fin and oxide: 10, 9 (relative)
flat-band and gate bias: 1, 0 V
oxide equivalent length lambda: 16.67 nm
pinch-off voltage VP: 2.488 V
threshold VT: -1.488 V
source depletion width: 89.78 nm
source core full width: 120.4 nm
saturation drain voltage: 1.488 V
current at VD=0.5 V: 0.07713 A/cm
current at VD=1.0 V: 0.1199 A/cm
saturation current: 0.133 A/cm
saturation current, atomic units: 1.063e-07 a.u.
saturation current at VG=-0.5 V: 0.05589 A/cm
saturation current at VG=0.5 V: 0.2524 A/cm
saturated transconductance: 0.193 S/cm
unclipped law 1 V past pinch-off: 0.08298 A/cm
thermal current 0.5 V past pinch-off: 0.1388 A/cm
thermal current 1 V past pinch-off: 0.1388 A/cm
thermal excess over law, 300 K: 4.37 %
thermal excess after kT gate shift: 0.557 %
thermal excess over law, 75 K test: 1.01 %
mid-channel potential at saturation: 0.4143 V
excess core charge at source: 0.226 %
excess core charge at middle: 0.627 %
drain-end length with excess over 10%: 78.3 nm
drain penetration length: 106 nm
drift length and pitch: 8000, 1000 nm
drift donor density: 2e+16 cm^-3
open-fin resistance: 2.081 ohm cm
drift resistance: 24.97 ohm cm
terminal voltage at knee: 4.809 V
current at 3 V terminal bias: 0.09389 A/cm
assumed saturation velocity: 1e+07 cm/s
velocity-limited current / law: 0.875 (ratio)
assumed mass, donor depth: 0.28 m_e, 0.04 eV
ionized fraction in core, 300 K: 0.827 (ratio)
Fermi level from band edge: -0.0984 eV
hot case: 423 K, mobility as T^-1.5
hot mobility / 300 K mobility: 0.597 (ratio)
blocking voltage: 600 V
plane-junction peak field: 2.08 MV/cm
blocking depletion length: 5758 nm
oxide field from that peak: 2.32 MV/cm
oxide barrier, mass: 3 eV, 0.3 m_e
oxide tunnelling exponent: -84 (natural log)
heat case: 10 V, conductivity 0.15 W/(cm K)
dissipated power density: 1.33e+04 W/cm2
temperature rise over drift layer: 70.9 K
```
